# The Wigner correction for hydrogen transfer at a hot growth surface

## Problem

During chemical vapour deposition a molecule arriving at a semiconductor surface can stick by passing a hydrogen atom to it, or by taking one from it. Suppose that the saddle point of such a transfer has an imaginary frequency of 1000 cm⁻¹, and that the surface is at 900 K.

1. By what percentage does the Wigner correction raise the transfer rate?
2. How much does the answer change if the whole parabolic barrier, or a barrier of finite height, replaces Wigner's leading term?
3. What does the correction do to the sticking probability?
4. Does the estimate survive cooling to 300 K?

The frequency and the barrier heights used below are round model parameters and describe no particular material. Energies are in hartree; temperature and wavenumber keep their usual units.

## Solution

### The quantity to be calculated

At the saddle point the potential falls away along one direction, the reaction coordinate $x$. Near the top,

$$V(x)=V_0-\tfrac12 m\omega^2x^2 ,$$

where $m$ is the effective mass. A harmonic analysis returns the frequency $i\omega$, because the curvature is negative. Here $\omega$ denotes its positive size.

We assume that the motion along $x$ separates from all other motions, that the reactants are in thermal equilibrium, and that the surface exerts no friction on the crossing. The barrier $V_0$ includes the zero-point energies of the other modes and is held fixed.

Consider reactants moving towards the barrier in a long stretch of length $L$. There are $L\,dp/(2\pi\hbar)$ states in the momentum interval $dp$. Each is occupied with probability $e^{-E/k_BT}/Z$, where $Z$ is the partition function, and a particle in it strikes the barrier $(p/m)/L$ times per unit time. If $P(E)$ is the transmission probability, the rate is

$$k=\frac1Z\int_0^\infty\frac{dp}{2\pi\hbar}\,\frac pm\,P(E)\,e^{-E/k_BT}
=\frac{1}{2\pi\hbar Z}\int_0^\infty P(E)\,e^{-E/k_BT}\,dE ,$$

since $dE=p\,dp/m$. For a reactant bound to the surface the levels are discrete, and the continuous integral is then an approximation, which is safe when the level spacing along $x$ is well below $k_BT$. At 900 K, $k_BT$ is only 626 cm⁻¹, and stretching vibrations of bound hydrogen are larger than that. As a crude measure, replace the integral by a sum over evenly spaced levels: the factor found below as 1.115 then lies between 1.10 and 1.13 for a spacing of 600 cm⁻¹, and between 0.98 and 1.26 for 1000 cm⁻¹, depending on where the levels fall relative to the top. The results below therefore apply to a reactant that is free or softly bound along $x$.

A classical particle crosses if $E>V_0$ and otherwise turns back. Its integral is $\int_{V_0}^\infty e^{-E/k_BT}dE=k_BT\,e^{-V_0/k_BT}$. Dividing the quantum rate by the classical one, and writing $y=(E-V_0)/k_BT$, gives the correction factor

$$\kappa=\int_{-V_0/k_BT}^{\infty}P\,e^{-y}\,dy. \tag{1}$$

The factors from $Z$ and from the other modes are common to both rates and cancel.

### Transmission through a parabola

Measure length in units of $\sqrt{\hbar/m\omega}$ and momentum in units of $\sqrt{m\hbar\omega}$. With the scaled operators $q$ and $p$, which obey $[q,p]=i$,

$$\frac{H-V_0}{\hbar\omega}=\frac{p^2-q^2}{2}.$$

Define $Q=(p+q)/\sqrt2$ and $\Pi=(p-q)/\sqrt2$. Their commutator is $[Q,\Pi]=\tfrac12(-[p,q]+[q,p])=i$, so they are again a coordinate and its momentum. In the sum $Q\Pi+\Pi Q$ the cross terms cancel and leave $p^2-q^2$. Hence

$$\frac{H-V_0}{\hbar\omega}=\frac{Q\Pi+\Pi Q}{2}.$$

Classically $Q$ grows as $e^{\omega t}$ and $\Pi$ decays as $e^{-\omega t}$. At late times $\Pi\to0$, so $p=q$, and positive $Q$ means a particle leaving on the right. At early times $Q\to0$, so $p=-q$, and positive $\Pi$ means a particle coming in from the left.

In the $\Pi$ representation $Q=i\,d/d\Pi$. For the scaled energy $\varepsilon=(E-V_0)/\hbar\omega$ the eigenvalue equation is

$$i\left(\Pi\frac{d}{d\Pi}+\frac12\right)\phi=\varepsilon\phi ,$$

with the solution $\phi=\Pi^{-i\varepsilon-1/2}$. A wave incident from the left has this form for $\Pi>0$ and vanishes for $\Pi<0$. Its Fourier transform shows where it goes:

$$\psi(Q)=\frac1{\sqrt{2\pi}}\int_0^\infty e^{i\Pi Q}\,\Pi^{-i\varepsilon-1/2}\,d\Pi .$$

For $Q>0$ we turn the path of integration by setting $\Pi=is/Q$, which makes the exponential decay as $e^{-s}$. The result is

$$\psi(Q)=\frac{\Gamma(\tfrac12-i\varepsilon)}{\sqrt{2\pi}}\left(\frac iQ\right)^{1/2-i\varepsilon}.$$

For $Q<0$ the path turns the other way, and $i/Q$ is replaced by $-i/|Q|$. Because $\pm i=e^{\pm i\pi/2}$, the sizes of the two phase factors are $|(\pm i)^{1/2-i\varepsilon}|=e^{\pm\pi\varepsilon/2}$. All else is equal at equal $|Q|$. The transmitted and reflected fluxes are therefore in the ratio $e^{\pi\varepsilon}:e^{-\pi\varepsilon}$, and

$$P=\frac{e^{\pi\varepsilon}}{e^{\pi\varepsilon}+e^{-\pi\varepsilon}}=\frac1{1+e^{-2\pi\varepsilon}}. \tag{2}$$

At the top of the barrier half the particles pass. Below it some tunnel, and above it some are reflected.

### The thermal average

Let

$$u=\frac{\hbar\omega}{k_BT},\qquad c=\frac{2\pi}{u}.$$

Then $\varepsilon=y/u$, and (2) becomes $P=1/(1+e^{-cy})$. For a high barrier the lower limit of (1) may be moved to $-\infty$. Since $P<e^{cy}$, the part added is smaller than

$$\int_{-\infty}^{-V_0/k_BT}e^{(c-1)y}\,dy=\frac{e^{-(c-1)V_0/k_BT}}{c-1},$$

provided that $c>1$, that is, $u<2\pi$. Now substitute $t=e^{cy}$, for which $dy=dt/(ct)$:

$$\kappa_{\rm par}=\int_{-\infty}^{\infty}\frac{e^{-y}}{1+e^{-cy}}\,dy
=\frac1c\int_0^\infty\frac{t^{-1/c}}{1+t}\,dt .$$

This integral has the form $I=\int_0^\infty t^{a-1}/(1+t)\,dt$ with $a=1-1/c$, which lies between 0 and 1. Take a closed path that runs out just above the positive real axis, round a large circle, and back just below the axis. The integrand below the axis carries the extra factor $e^{2\pi ia}$, and the circles at infinity and at the origin contribute nothing. The pole at $t=-1=e^{i\pi}$ has residue $e^{i\pi(a-1)}=-e^{i\pi a}$. Thus

$$(1-e^{2\pi ia})\,I=-2\pi i\,e^{i\pi a},\qquad I=\frac{\pi}{\sin\pi a}.$$

Since $\sin\pi(1-1/c)=\sin(\pi/c)$ and $\pi/c=u/2$,

$$\kappa_{\rm par}=\frac{u/2}{\sin(u/2)},\qquad u<2\pi. \tag{3}$$

To expand (3) for small $u$, put $z=u/2$ and use $\sin z=z(1-z^2/6+z^4/120-\dots)$. With $w=z^2/6-z^4/120$, the series $1/(1-w)=1+w+w^2+\dots$ gives

$$\kappa_{\rm par}=1+\frac{z^2}{6}+\left(\frac1{36}-\frac1{120}\right)z^4+\dots
=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\dots \tag{4}$$

The Wigner factor keeps the first correction: $\kappa_W=1+u^2/24$.

### Question 1: the number

A wavenumber of 1000 cm⁻¹ corresponds to $\hbar\omega=0.004556$ hartree, and at 900 K the thermal energy is $k_BT=0.002850$ hartree. Therefore

$$u=\frac{0.004556}{0.002850}=1.599,\qquad
\kappa_W=1+\frac{2.556}{24}=1.1065 .$$

**The Wigner correction raises the rate by about 11 per cent.**

The quantum of the barrier motion exceeds the thermal energy, yet the correction is small. This calls for an explanation. Split (1) at the top of the barrier. Tunnelling adds a flux $G$ below the top, and reflection removes a flux $R$ above it, both relative to the classical flux:

$$G=\int_0^\infty\frac{e^{y}}{1+e^{cy}}\,dy,\qquad
R=\int_0^\infty\frac{e^{-y}}{1+e^{cy}}\,dy,\qquad \kappa_{\rm par}=1+G-R .$$

In $G$ the sign of $y$ has been reversed. Put $v=cy$ and expand $e^{\pm v/c}$ for large $c$. The two integrals needed are $\int_0^\infty dv/(1+e^v)=\ln2$ and $\int_0^\infty v\,dv/(1+e^v)=1-\tfrac14+\tfrac19-\dots=\pi^2/12$. With $1/c=u/2\pi$,

$$G,\,R=\frac{u}{2\pi}\ln2\pm\left(\frac{u}{2\pi}\right)^2\frac{\pi^2}{12}+\dots$$

The linear terms are equal and cancel in $G-R$. The quadratic terms add up to $u^2/24$, which is Wigner's result again. Numerical integration at 900 K gives $G=0.250$ and $R=0.135$. Tunnelling by itself thus adds a quarter of the classical flux, and reflection takes back more than half of that gain.

### Question 2: beyond the leading term

The next term of (4) is 0.008, and the closed form (3) gives $\kappa_{\rm par}=1.115$. For the parabola the rise is therefore 11.5 per cent instead of 10.6.

A real barrier does not fall for ever. A simple symmetric model, which levels off on both sides, is

$$V(x)=\frac{V_0}{\cosh^2(x/a)} .$$

Near the top $V\approx V_0(1-x^2/a^2)$. Comparison with the parabola gives $\tfrac12m\omega^2=V_0/a^2$, so $a^2=2V_0/(m\omega^2)$. With $X=x/a$, the Schrödinger equation becomes

$$\frac{d^2\psi}{dX^2}=\sigma^2\left(\frac1{\cosh^2X}-\frac E{V_0}\right)\psi,\qquad
\sigma^2=\frac{2mV_0a^2}{\hbar^2}=\left(\frac{2V_0}{\hbar\omega}\right)^2 .$$

The mass has dropped out: for this shape, the height and the imaginary frequency fix the transmission. To find it, start with a purely outgoing wave of unit amplitude on the right and integrate to the left with the Numerov method. If the incident wave found there has amplitude $A$, then $P=1/|A|^2$. Averaging over energy as in (1) gives the last column of the table. For the parabola that column holds (3).

| $T$ (K) | Barrier | $\kappa_W$ | $\kappa$ |
|---|---|---|---|
| 900 | parabola | 1.106 | 1.115 |
| 900 | $V_0=0.02$ hartree | 1.106 | 1.129 |
| 900 | $V_0=0.04$ hartree | 1.106 | 1.122 |
| 900 | $V_0=0.08$ hartree | 1.106 | 1.118 |
| 300 | parabola | 1.96 | 3.54 |
| 300 | $V_0=0.02$ hartree | 1.96 | 3.08 |

At 900 K the finite barriers give rises of 12 to 13 per cent. Their excess over the parabola is 0.0137, 0.0068 and 0.0034 in order of height. It halves each time the height doubles, so in this range it behaves as $1/V_0$, and the parabola is approached as the barrier grows. For the lowest barrier the Wigner factor is too small by 2 per cent of the full factor. That barrier is still seven times $k_BT$; nothing here covers barriers comparable with $k_BT$.

An error of 10 per cent in the input frequency matters about as much as the change from Wigner's term to the lowest barrier. Since the correction is proportional to $\omega^2$, a frequency higher by 10 per cent multiplies it by 1.21 and takes it from 10.6 to 12.9 per cent.

### Question 3: sticking

Suppose first that sticking is direct: the molecule transfers hydrogen during its encounter with the surface or leaves, and few molecules succeed. If the arriving gas is also at 900 K, the sticking probability at a fixed arrival flux is proportional to the transfer rate, and it too rises by about 11 per cent. In a reactor where the gas is cooler than the surface, the assumption of thermal equilibrium fails for direct sticking, and this figure does not apply.

Suppose instead that the molecule is first held in a weakly bound precursor state, long enough to reach the surface temperature. At 900 K a very shallow well may not hold it that long. From the precursor state it reacts with rate constant $k_r$ or desorbs with rate constant $k_d$. The precursor population obeys $dn/dt=-(k_r+k_d)n$, so $n=n_0e^{-(k_r+k_d)t}$. The share that reacts is

$$s_0=\frac1{n_0}\int_0^\infty k_r\,n\,dt=\frac{k_r}{k_r+k_d}.$$

Tunnelling changes $k_r$ to $\kappa k_r$ and is taken to leave $k_d$ alone. Insert $k_r/k_d=s_0/(1-s_0)$:

$$s=\frac{\kappa k_r}{\kappa k_r+k_d}=\frac{\kappa s_0}{\kappa s_0+1-s_0},\qquad
\frac{s}{s_0}=\frac{\kappa}{1+s_0(\kappa-1)} .$$

The probability of being trapped in the precursor multiplies both $s$ and $s_0$ and leaves the ratio unchanged. With $\kappa=\kappa_W$, the rise is

- for $s_0=0.01$: $1.1065/1.0011=1.105$, or 10.5 per cent;
- for $s_0=0.5$: $1.1065/1.0533=1.051$, or 5.1 per cent.

As $s_0$ approaches 1 the rise vanishes, because nearly every trapped molecule reacts already.

It is useful to express the correction as a change of barrier. A barrier lowered by $\delta$ multiplies the classical rate by $e^{\delta/k_BT}$. Setting this equal to $\kappa_W$ gives

$$\delta=k_BT\ln\kappa_W=0.002850\times0.1012=0.000288\ \text{hartree},$$

or about 8 meV. An error of this size in a calculated barrier height alters the rate at 900 K as much as the whole Wigner correction does. Unless the barrier is known more closely than that, refining the tunnelling factor does little for the predicted rate at 900 K.

### Question 4: cooling to 300 K

At one third of the temperature $u$ is three times as large, $u=4.80$. The Wigner factor is now 1.96, while the parabola gives 3.54 and the barrier of 0.02 hartree gives 3.08. The estimate does not survive: it misses more than a third of the full factor for either barrier.

The series (4) gives warning of this. The ratio of its second correction to its first is

$$\frac{7u^4/5760}{u^2/24}=\frac{7u^2}{240},$$

which is 0.07 at 900 K and 0.67 at 300 K. In the second case the terms fall off too slowly for the first to stand for the sum.

The parabola has a limit of its own. Deep below the top, the integrand of (1) behaves as $e^{(c-1)y}$. As $u$ rises to $2\pi$, $c$ falls to 1, this decay is lost, and (3) diverges. For 1000 cm⁻¹ that happens at $900\times1.599/2\pi\approx229$ K. The divergence belongs to a parabola that goes down for ever. A finite barrier has no incoming states below the reactant energy, and its factor stays finite.

At 300 K the finite barrier gives less than the parabola, whereas at 900 K it gives more. One part of this can be understood. Since $1/\cosh^2X=1-\tanh^2X\ge1-X^2$, the finite barrier is nowhere lower than the parabola with the same top, and it is wider at every energy below the top. This hinders deep tunnelling, which carries more weight in the cold. The width argument holds only well below the top. Close to the top, from about $0.4\hbar\omega$ below it, the barrier of 0.02 hartree transmits a few per cent more than the parabola, and at 900 K these energies dominate: $G$ rises from 0.250 to 0.257 and $R$ falls from 0.135 to 0.128. The sign of this small excess belongs to the shape. A flatter top of the same height and curvature, $V_0e^{-X^2-X^4}$, gives 1.109 at 900 K, below the parabola.

### What the estimate leaves out

The calculation treats a single straight coordinate. If the hydrogen atom can tunnel along a shorter path that cuts across a bend in the reaction path, the true factor may be larger. If the atom recrosses the saddle region, or loses energy to the surface during the crossing, the rate needs a further factor that is not included here. The 11 per cent is thus the leading quantum correction for one separable parabolic barrier. It varies as $1/T^2$, so it grows as the common temperature of reactants and surface falls.
